# Electron Temperature from Particle Balance by Bracketed Logarithmic Bisection

A plasma burns between two wide parallel plates in a processing chamber filled with gas at 10 mTorr. Electrons ionize the gas, and the ions drift to the plates and are neutralized there. In the steady state the two rates must match. Ionization depends steeply on electron temperature, while the loss depends on it weakly, so this balance should fix the temperature. How can it be solved reliably, and when does it have one answer?

## The balance to be solved

Let \(T\) be the electron temperature in electronvolts, uniform in space, \(n_g\) the gas density and \(K(T)\) the ionization coefficient. Each electron then produces \(n_gK\) new pairs per second. The ions are cold and singly charged, ionization is from the ground state, and charges are lost at the plates alone. Quasineutrality gives both species the density \(n(x)\).

With ion velocity \(u\), continuity reads

\[
\frac{d(nu)}{dx}=n_gK\,n .
\]

Electron inertia is neglected, so the electric force density on the ions, \(enE\), equals \(-eT\,dn/dx\). New ions start at rest, and collisions with gas atoms remove momentum at the frequency \(|u|/\lambda\), where \(\lambda\) is a constant mean free path. This form assumes that ions drift faster than the gas atoms move thermally, an assumption revisited at the end. The ion momentum flux then obeys, for \(u\ge0\),

\[
\frac{d(Mnu^2)}{dx}=-eT\frac{dn}{dx}-\frac{Mnu^2}{\lambda}.
\]

The left side is \(Mnu\,du/dx+Mu\,d(nu)/dx\), and its last term is \(Mu\,n_gKn\) by continuity. Now divide by \(Mn\) and introduce

\[
u_B=\sqrt{\frac{eT}{M}},\qquad w=\frac{u}{u_B},\qquad y=\frac{n_gK}{u_B}.
\]

With a prime for \(d/dx\), continuity and momentum become

\[
w(\ln n)'+w'=y,\qquad
ww'+(\ln n)'=-yw-\frac{w^2}{\lambda}.
\]

Solve the second for \((\ln n)'\) and insert it into the first:

\[
(1-w^2)w'=y(1+w^2)+\frac{w^3}{\lambda}.
\]

At the midplane \(w=0\) by symmetry. At \(w=1\) the gradient diverges: quasineutrality fails and the wall sheath begins. The sheath is taken to be thin, so this edge lies half a gap, \(L/2\), from the midplane:

\[
\frac L2=\int_0^1\frac{1-w^2}{y(1+w^2)+w^3/\lambda}\,dw. \tag{1}
\]

For each \(w\) between 0 and 1 the integrand falls as \(y\) grows. The integral tends to zero for large \(y\) and diverges for \(y\to0\), where the integrand approaches \(\lambda(1-w^2)/w^3\). Hence (1) has one solution \(y\), fixed by \(L\) and \(\lambda\) and independent of \(T\). Define the loss length \(d=1/y\). The particle balance is then

\[
R(T)\equiv\frac{K(T)}{u_B(T)}=\frac1{n_gd}. \tag{2}
\]

Integrating continuity from midplane to edge shows what \(d\) means. If \(\bar n\) is the mean density and \(n_s\) the edge density, then \(n_gK\bar nL/2=n_su_B\), so \(d=\bar nL/(2n_s)\). A low edge density slows the loss and lengthens \(d\).

Two limits show how collisions act. Without them, \((1-w^2)/(1+w^2)=2/(1+w^2)-1\) integrates to \(\pi/2-1\), so

\[
d=\frac{L}{\pi-2}.
\]

With strong collisions, \(y\lambda\ll1\), small \(w\) dominates (1). Dropping \(w^2\) beside 1, extending the upper limit to infinity and setting \(w=(y\lambda)^{1/3}t\) gives

\[
\frac L2\simeq y^{-2/3}\lambda^{1/3}I,\qquad
I=\int_0^\infty\frac{dt}{1+t^3}.
\]

Replacing \(t\) by \(1/t\) shows that \(I\) also equals \(\int_0^\infty t\,dt/(1+t^3)\). Adding the two forms and using \(1+t^3=(1+t)(t^2-t+1)\),

\[
2I=\int_0^\infty\frac{dt}{t^2-t+1}
=\frac{2}{\sqrt3}\left(\frac\pi2+\frac\pi6\right),\qquad
I=\frac{2\pi}{3\sqrt3}.
\]

Therefore \(d\simeq(L/2I)^{3/2}\lambda^{-1/2}\): a shorter mean free path holds the plasma longer.

The density scale has cancelled from (2). In this model particle balance fixes temperature, and density follows from power. If each lost pair removes energy \(e\mathcal E(T)\) and the two plates have total area \(A\), then \(P=e\mathcal E n_su_BA\). At fixed \(T\), more power means proportionally more plasma.

## The ionization coefficient

For Maxwellian electrons, \(K\) is the average of \(\sigma v\) over speeds, with \(\sigma\) the ionization cross section. Put \(v=v_tx^{1/2}\), where \(v_t=\sqrt{2eT/m}\), \(m\) is the electron mass and \(x=E/T\) is the kinetic energy in units of \(T\). The speed distribution is \(4v^2e^{-x}/(\sqrt\pi v_t^3)\) and \(dv=v_t\,dx/(2\sqrt x)\), so

\[
K=\frac{2v_t}{\sqrt\pi}\int_0^\infty\sigma(xT)\,x e^{-x}dx .
\]

Dividing by \(u_B\) cancels the factor \(\sqrt T\):

\[
R=C\int_0^\infty\sigma(xT)\,xe^{-x}dx,\qquad
C=\sqrt{\frac{8M}{\pi m}}. \tag{3}
\]

As a model cross section take \(\sigma=\sigma_0\ln(E/E_{iz})/(E/E_{iz})\) above the threshold \(E_{iz}\), and zero below. With \(\epsilon=E_{iz}/T\), integration by parts gives

\[
R=C\sigma_0\epsilon\int_\epsilon^\infty\ln\frac x\epsilon\,e^{-x}dx
=C\sigma_0\,\epsilon E_1(\epsilon),\qquad
E_1(\epsilon)=\int_\epsilon^\infty\frac{e^{-x}}x\,dx .
\]

Since \(E_1'=-e^{-\epsilon}/\epsilon\) and \(d\ln\epsilon=-d\ln T\), the logarithmic slope is

\[
S\equiv\frac{d\ln R}{d\ln T}=\frac{e^{-\epsilon}}{E_1(\epsilon)}-1. \tag{4}
\]

A simple bound on \(S\) will be useful. Substituting \(x=\epsilon+s\),

\[
e^\epsilon E_1(\epsilon)=\int_0^\infty\frac{e^{-s}}{\epsilon+s}\,ds .
\]

This averages \(1/(\epsilon+s)\) with weight \(e^{-s}\), for which the mean of \(s\) is 1. The function is convex, so it lies above its tangent at \(s=1\), and the average exceeds \(1/(\epsilon+1)\). It is also below \(1/\epsilon\). Hence \(\epsilon-1<S<\epsilon\).

## The naive scheme and its failure

The direct approach is Newton's method on \(G(T)=n_gdR(T)-1\). Since \(G'=(G+1)S/T\), one step changes the temperature by

\[
\Delta T=-\frac{G}{G'}=-\frac{G\,T}{(G+1)S}.
\]

Take round model values: \(E_{iz}=15\) eV, ion mass 40 u, \(\sigma_0=8\times10^{-16}\ \mathrm{cm^2}\), gas temperature 300 K, gap 10 cm, and an ion-neutral cross section of \(10^{-14}\ \mathrm{cm^2}\). The ideal-gas law at 10 mTorr gives \(n_g=3.219\times10^{14}\ \mathrm{cm^{-3}}\), so

\[
\lambda=\frac1{(3.219\times10^{14})(10^{-14})}\ \mathrm{cm}=0.311\ \mathrm{cm}.
\]

Solving (1) numerically, by quadrature and root finding, gives \(d=18.20\) cm. The collisionless formula would give 8.76 cm. The strong-collision formula gives about 15.1 cm, 17% below the full value; here \((y\lambda)^{1/3}\) is about 0.26, which is not very small. The gas column is

\[
n_gd=(3.219\times10^{14})(18.20)\ \mathrm{cm^{-2}}
=5.857\times10^{15}\ \mathrm{cm^{-2}},
\]

and the target ratio is \(1.707\times10^{-16}\ \mathrm{cm^2}\).

Start Newton's method at 0.5 eV. There \(\ln(n_gdR)=-22.42\), so \(G+1=1.8\times10^{-10}\), while \(S\) lies between 29 and 30. The proposed step is about \(0.5/(1.8\times10^{-10}\times30)\), or \(9\times10^7\) eV. The residual \(G\) is close to \(-1\) throughout the cold region, so its value says almost nothing about the distance to the root.

The logarithm restores that information. Define

\[
F(T)=\ln[n_gdR(T)],\qquad \frac{dF}{dT}=\frac ST. \tag{5}
\]

Newton's step is now \(-TF/S\). From 0.5 eV it is about \(0.5\times22.42/30=0.37\) eV, a sensible move. From 7.5 eV, however, \(F=5.286\) and \(\epsilon=2\), so \(S<2\). The step is downward by more than \(7.5\times5.286/2=19.8\) eV and lands at a negative temperature. Scaling the residual has not made the method safe from every start. On a 0.1 eV grid of starts between 0.5 and 7.5 eV, Newton's method on \(G\) converges directly from 1.3 eV upward and on \(F\) only up to 3.9 eV, so the logarithm moves the safe range instead of widening it. Newton's method on \(F\) in the variable \(1/T\) converges from all of these starts in this example, but nothing shown here guarantees that in general.

## Keeping the sign

The sign of \(F\) is more dependable than the predicted step. Choose \(a<b\) with \(F(a)<0<F(b)\) and evaluate \(F\) at the midpoint. If it is negative, the midpoint replaces \(a\); otherwise it replaces \(b\). No iterate can leave the original bracket, and after \(k\) halvings the width is \((b-a)/2^k\).

Let \(R\) be positive, continuous and strictly increasing on \([a,b]\). Since \(F\) is continuous and changes sign, the intermediate value theorem supplies a root. Suppose there were two, \(T_1<T_2\). Both would satisfy \(R=1/(n_gd)\), so \(R(T_1)=R(T_2)\). Strict growth demands \(R(T_1)<R(T_2)\), a contradiction. The root is therefore unique. Every retained interval has \(F<0\) at its left end and \(F\ge0\) at its right end, so it contains this root, and the shrinking widths force convergence to it.

Both conditions matter. Without the sign change the interval may hold no root. If \(R\) were merely nondecreasing, it could be flat at the target value, and a whole interval of temperatures would satisfy the balance.

The logarithm does not change the midpoints. Because \(F=\ln(1+G)\), \(F\) and \(G\) have the same sign, and in exact arithmetic bisection on either makes the same choices. The gain is a residual that can be read. Near the root \(T_*\), (5) gives \(F\simeq S(T-T_*)/T\), hence

\[
T-T_*\simeq\frac{TF}{S}. \tag{6}
\]

## Choosing a bracket where the ratio grows

Monotonic growth has to be established for the cross section in use. Put \(E=xT\) in (3):

\[
R=\frac C{T^2}\int_{E_{iz}}^\infty\sigma(E)\,E\,e^{-E/T}dE .
\]

The prefactor contributes \(-2\) to the logarithmic slope. In the integral, \(T\,d/dT\) multiplies \(e^{-E/T}\) by \(E/T\). Therefore

\[
\frac{d\ln R}{d\ln T}=\frac{\langle E\rangle_{iz}}T-2,\qquad
\langle E\rangle_{iz}=\frac{\int\sigma E^2e^{-E/T}dE}{\int\sigma Ee^{-E/T}dE}. \tag{7}
\]

Here \(\langle E\rangle_{iz}\) is the mean energy of electrons at the moment they ionize. All of them are above threshold, so \(\langle E\rangle_{iz}>E_{iz}\). It follows that \(R\) increases strictly for

\[
T\le\frac{E_{iz}}2,
\]

whatever the shape of the cross section above threshold, for Maxwellian electrons. In the example this permits a bracket up to 7.5 eV.

The general limit has little slack. If \(\sigma\) is concentrated at an energy \(E_0\) just above threshold, (7) becomes \(E_0/T-2\), which changes sign at \(T=E_0/2\). For a constant cross section confined between \(E_{iz}\) and \(1.05E_{iz}\), numerical integration gives slopes of \(+0.050\) at \(T=0.50E_{iz}\) and \(-0.137\) at \(T=0.55E_{iz}\).

The broader model cross section allows more. As \(\epsilon\) rises, \(e^\epsilon E_1(\epsilon)\) falls strictly, so \(S\) in (4) rises strictly, from \(-1\) at \(\epsilon\to0\) without limit. It crosses zero once, and \(R\) has a single peak. Root finding puts the peak at 34.5 eV. Above it, typical electron energies lie where the cross section is falling, and hotter electrons ionize less effectively relative to the wall loss.

A very wide bracket is therefore no safeguard. The peak value of \(R\) requires a column of at least \(1.03\times10^{13}\ \mathrm{cm^{-2}}\) for any root. At twice that column there are two, at 9.51 and 240.9 eV. A bracket enclosing both has \(F<0\) at each end, so a sign test finds nothing. At half the minimum column there is no root. The example's column is far larger, which lowers its target ratio and pushes the second root above 240.9 eV, well outside the chosen bracket.

## The calculation

Use \(a=0.5\) eV and \(b=7.5\) eV, where \(F=-22.42\) and \(+5.29\). The first midpoint is \((0.5+7.5)/2=4\) eV. Its positive residual removes the upper half, so the next is \((0.5+4)/2=2.25\) eV.

| Halving | \(T\) (eV) | \(F\) |
|---|---:|---:|
| 1 | 4.0000 | +3.6583 |
| 2 | 2.2500 | +0.8181 |
| 3 | 1.3750 | −3.3802 |
| 4 | 1.8125 | −0.7697 |
| 5 | 2.0313 | +0.1107 |
| 6 | 1.9219 | −0.3042 |
| 7 | 1.9766 | −0.0909 |
| 8 | 2.0039 | +0.0113 |

The residual need not shrink at every step: the third midpoint is farther from the root than the second. What halves each time is the bracket. At the eighth midpoint, (6) predicts an error of 0.00306 eV, which agrees at this precision with the distance to the final root.

For a width below \(10^{-6}\) eV, \(7/2^k<10^{-6}\) requires \(k=23\). The result is \(T=2.000848\) eV. These digits describe the solution of the equation; for the model gas the temperature is about 2.0 eV, or 23,000 K, and a real gas can differ by tens of percent. At the root \(K=3.751\times10^{-11}\ \mathrm{cm^3/s}\) and \(u_B=2.197\times10^5\ \mathrm{cm/s}\), so

\[
\frac K{u_B}=\frac{3.751\times10^{-11}}{2.197\times10^5}\ \mathrm{cm^2}
=1.707\times10^{-16}\ \mathrm{cm^2},
\]

the target value.

The mean ionizing energy is 18.8 eV, more than nine times \(T\): ionization is done by the far tail of the distribution. From (7), \(S=18.805/2.0008-2=7.40\). Since \(\ln R=-\ln(n_gd)\) at the root, a small change of column gives

\[
\frac{\delta T}{T}\simeq-\frac{\delta\ln(n_gd)}S .
\]

A 1% larger column should lower \(T\) by about 0.135%; bisecting again gives 0.134%. The steepness that defeated the naive scheme also makes the temperature insensitive to moderate errors in \(d\).

## How far the number can be trusted

The pressure and size are roughly those of an inductively coupled etch reactor, where electron temperatures are typically a few electronvolts. The gas is a simple atomic model. Real etch gases are often molecular and may form negative ions, which changes both the energy losses and the ion flow.

The largest correction examined here concerns the electron tail. Inelastic collisions can deplete it. As an illustration of a weak tail, not a model of those collisions, take the Druyvesteyn distribution, proportional to \(\sqrt E\,e^{-E^2/b_D^2}\), with \(b_D\) set by a mean energy of \(3T/2\). The Bohm speed must change too. Write the distribution as \(\sqrt E\,f(E)\). Behind a retarding barrier \(\phi\) the density is \(n=\int\sqrt E\,f(E+\phi)\,dE\), and integration by parts gives, at \(\phi=0\),

\[
-\frac{dn}{d\phi}=\frac12\int_0^\infty\frac{f(E)}{\sqrt E}\,dE
=\frac n2\left\langle\frac1E\right\rangle .
\]

For a Maxwellian this response is \(n/T\), so \(T\) in \(u_B^2=eT/M\) is replaced by \(2/\langle1/E\rangle\). With \(d\) held fixed, the balance then gives about 3.3 eV, 67% above the Maxwellian result. This uses the response at \(\phi=0\) throughout. If \(f(E+\phi)\) is followed across the slab, the temperature is no longer uniform: about 3.4 eV at the midplane and 2.3 eV at the edge. The mean energy must rise to restore the missing tail.

The other changes are smaller. Each is made separately, with Maxwellian electrons. The largest of them is the shape of the cross section near threshold, where ionization takes place. The model has nearly the peak value of argon, but at 19 eV it gives about \(1.5\times10^{-16}\ \mathrm{cm^2}\) against roughly \(0.5\times10^{-16}\ \mathrm{cm^2}\) for argon, and argon data raise \(T\) to about 2.4–2.5 eV. The rest are:

- Gas at 600 K and the same pressure has half the density and twice the mean free path. Recomputing \(d\) gives 2.29 eV. A running reactor commonly heats its gas, so 300 K is on the cool side.
- A side wall at radius 20 cm adds an area equal to \(L/(20\ \mathrm{cm})=0.5\) of the two end areas. With the same edge-to-mean density ratio there, the column is divided by 1.5 and \(T\) becomes 2.12 eV.
- Ionization through excited atoms adds to the ground-state rate. An assumed doubling of \(K\) gives 1.83 eV.
- Gas atoms at 300 K have a mean speed \(v_g\) of about 400 m/s, faster than the ions drift in the inner 60% of the gap. Replacing \(|u|\) in the collision frequency by \(\sqrt{u^2+v_g^2}\), a simple estimate of this effect, raises \(d\) to 19.9 cm and lowers \(T\) to 1.98 eV.
- If each collision is a charge exchange that restarts the ion from rest, the drift under a uniform acceleration \(a\) is \(u=\sqrt{2a\lambda/\pi}\), so the drag is \(\pi/2\) times the value used above. This gives \(d=21.6\) cm and \(T\) about 1.96 eV.

For an assumed edge density of \(10^{10}\ \mathrm{cm^{-3}}\), the Debye length is 0.0105 cm, about 0.1% of the gap. A floating sheath is several Debye lengths thick: solving the same fluid equations with Poisson's equation places the wall about 0.09 cm, or 8.5 Debye lengths, beyond the quasineutral edge. The two sheaths take about 2% of the gap and raise \(T\) by about 0.3%, so the thin-sheath assumption holds at an unbiased wall; a strongly biased electrode can have a much thicker sheath.

The numerical error is thus negligible beside the error of the model. A better prediction calls for a measured cross section near threshold and a better electron energy distribution. With a non-Maxwellian distribution, the slope result (7) no longer applies as it stands, and the growth of \(K/u_B\) must be established again before a bracket is trusted.
